**Two-bulb diffusion of H₂, N₂ and CO₂ from the Stefan-Maxwell equations**

The program shows that nitrogen diffuses between two bulbs of equal nitrogen fraction, then flows up the difference it has created, and later flows back down. Here $x_i$ are mole fractions, $D_{ij}$ binary diffusion coefficients, and $\nu_i$ is the molar flux times capillary length divided by total concentration. It asserts that the closed Fick matrix agrees with a direct solution of the friction equations, and that the frozen-coefficient flux has a relative error of second order in the composition contrast. It compares the steady-capillary bulb histories with a transient finite-volume calculation that starts from uniform nitrogen; the largest difference in the nitrogen fraction of bulb B at the compared times is 5.9e-05. It also asserts that the initial nitrogen flux vanishes when $D_{23}=D_{12}$ and reverses when $D_{23}=1.5D_{12}$, and that the total entropy production equals a positive friction integral while the nitrogen term is negative. The output puts the end of uphill flow at 6.33 h, with a nitrogen difference of 0.146 between the bulbs. The last lines size effects left out of the model, of which thermal diffusion across a 300 to 1000 K span is the largest.

## Check in Python

```python
# Result under test: in a ternary gas a species with no composition difference of
# its own can diffuse, and can then diffuse uphill (two-bulb diffusion cell).
# Species 1 = H2, 2 = N2, 3 = CO2; x = mole fractions; bulb A has CO2, bulb B has H2.
# Stefan-Maxwell law: dx_i/dzeta = sum_j (x_i nu_j - x_j nu_i)/D_ij,
# zeta = z/L from A to B, nu_i = (molar flux) L/c in cm2/s, sum of nu_i = 0.
# Lengths in cm, times in s, diffusivities in cm2/s unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import root

D12, D13, D23 = 0.83, 0.68, 0.17      # rough typical values at 308 K, 760 Torr
T, p_torr = 308.0, 760.0
V, L, diameter = 78.0, 8.6, 0.21
radius = diameter / 2
area = np.pi * radius**2
beta = 2 * area / (L * V)
hour = 3600.0
xA0 = np.array([0.0, 0.5, 0.5])
xB0 = np.array([0.5, 0.5, 0.0])
mean = (xA0 + xB0) / 2


def inverse_pairs(d12, d13, d23):
    return np.array([[0, 1/d12, 1/d13], [1/d12, 0, 1/d23], [1/d13, 1/d23, 0]])


def friction_entries(x, inv):
    """Entries of B in -dx/dzeta = B nu for species 1 and 2."""
    b11 = (x[0] + x[2]) * inv[0, 2] + x[1] * inv[0, 1]
    b12 = -x[0] * (inv[0, 1] - inv[0, 2])
    b21 = -x[1] * (inv[0, 1] - inv[1, 2])
    b22 = (x[1] + x[2]) * inv[1, 2] + x[0] * inv[0, 1]
    return b11, b12, b21, b22


def friction_matrix(x, inv):
    return np.array(friction_entries(x, inv)).reshape(2, 2)


def fick_closed(x, d12, d13, d23):
    s = x[0]*d23 + x[1]*d13 + x[2]*d12
    return np.array([
        [d13*(x[0]*d23 + (1-x[0])*d12), x[0]*d23*(d13-d12)],
        [x[1]*d13*(d23-d12), d23*(x[1]*d13 + (1-x[1])*d12)]]) / s


def flux_direct(x, gradient, inv):
    """Solve the three friction equations with zero total flux."""
    m = x[:, None] * inv - np.diag(inv @ x)
    m = np.vstack([m, np.ones(3)])
    return np.linalg.lstsq(m, np.append(gradient, 0.0), rcond=None)[0]


def generator(nu, inv):
    return np.diag(inv @ nu) - nu[:, None] * inv


def film_flux(xa, xb, inv):
    """Exact steady fluxes between end compositions xa and xb."""
    def miss(v):
        nu = np.array([v[0], v[1], -v[0] - v[1]])
        return (expm(generator(nu, inv)) @ xa - xb)[:2]
    guess = np.linalg.solve(friction_matrix((xa+xb)/2, inv), (xa-xb)[:2])
    v = root(miss, guess, tol=1e-12).x
    assert np.max(np.abs(miss(v))) < 1e-9
    return np.array([v[0], v[1], -v[0] - v[1]])


inv = inverse_pairs(D12, D13, D23)

# Closed Fick matrix against direct solution of the friction equations
rng = np.random.default_rng(4)
for _ in range(20):
    x = rng.dirichlet([1, 1, 1])
    F = fick_closed(x, D12, D13, D23)
    for k in range(2):
        g = np.zeros(3)
        g[k], g[2] = 1.0, -1.0
        assert np.allclose(flux_direct(x, g, inv)[:2], -F[:, k], atol=1e-10)
    nu = flux_direct(x, np.array([1.0, 0.0, -1.0]), inv)
    ratio = x[1]*(1/D12 - 1/D23) / (x[0]/D12 + (x[1]+x[2])/D23)
    assert abs(nu[1]/nu[0] - ratio) < 1e-9

# Exact steady capillary at the start: equal N2 at both ends
nu0 = film_flux(xA0, xB0, inv)
assert nu0[1] > 0 and nu0[0] < 0 and nu0[2] > 0
nodes, weights = np.polynomial.legendre.leggauss(20)
nodes, weights = (nodes + 1)/2, weights/2
profile = np.array([expm(generator(nu0, inv)*z) @ xA0 for z in nodes])
average = weights @ profile
assert np.allclose(np.linalg.solve(friction_matrix(average, inv),
                                   (xA0-xB0)[:2]), nu0[:2], atol=1e-8)
fine = np.array([expm(generator(nu0, inv)*z) @ xA0 for z in np.linspace(0, 1, 101)])

# Cause: unequal drag of H2 and CO2 on N2
nu_equal = film_flux(xA0, xB0, inverse_pairs(D12, D13, D12))
nu_reverse = film_flux(xA0, xB0, inverse_pairs(D12, D13, 1.5*D12))
assert abs(nu_equal[1]) < 1e-8 and nu_reverse[1] < -1e-3

# Frozen-coefficient flux: relative error is second order in the contrast
F = fick_closed(mean, D12, D13, D23)
errors = []
for s in (0.2, 0.1):
    xa, xb = mean + s*(xA0-mean), mean + s*(xB0-mean)
    linear = F @ (xa-xb)[:2]
    errors.append(film_flux(xa, xb, inv)[1]/linear[1] - 1)
assert 3.7 < errors[0]/errors[1] < 4.3


def frozen_peak(d12, d13, d23):
    f = fick_closed(mean, d12, d13, d23)
    low, high = np.sort(np.linalg.eigvals(f).real)
    t = np.log(high/low) / (beta*(high-low))
    d = -f[1, 0]*0.5*(np.exp(-beta*low*t) - np.exp(-beta*high*t))/(high-low)
    return t, d, low, high


t_frozen, d_frozen, low, high = frozen_peak(D12, D13, D23)
grid = np.linspace(0, 3*t_frozen, 3001)
curve = np.array([(expm(-beta*F*t) @ np.array([0.5, 0.0]))[1] for t in grid])
assert abs(curve.max() - d_frozen) < 1e-6
assert abs(grid[curve.argmax()] - t_frozen) < 2*(grid[1]-grid[0])


# Nonlinear bulb histories with the exact steady capillary
def both_bulbs(y):
    xa = np.array([y[0], y[1], 1-y[0]-y[1]])
    return xa, 2*mean - xa


def bulb_rates(t, y):
    return -area/(L*V) * film_flux(*both_bulbs(y), inv)[:2]


def nitrogen_stops(t, y):
    return film_flux(*both_bulbs(y), inv)[1]


nitrogen_stops.direction = -1
run = solve_ivp(bulb_rates, (0, 60*hour), xA0[:2], rtol=1e-8, atol=1e-10,
                dense_output=True, events=nitrogen_stops)
assert run.success and len(run.t_events[0]) == 1
t_stop = run.t_events[0][0]
xa_stop, xb_stop = both_bulbs(run.y_events[0][0])
d_stop = xb_stop[1] - xa_stop[1]
for fraction in (0.05, 0.3, 0.6, 0.95, 1.05, 2.0, 4.0):
    xa, xb = both_bulbs(run.sol(fraction*t_stop))
    flux = film_flux(xa, xb, inv)[1]
    assert xb[1] > xa[1] and (flux > 0) == (fraction < 1)
# frozen coefficients leave a second-order error at this large contrast
assert abs(d_frozen/d_stop - 1) < 0.08 and abs(t_frozen/t_stop - 1) < 0.08

# Independent transient calculation: finite volumes in capillary plus two bulbs
cells = 40
h = L/cells
gaps = np.full(cells+1, h)
gaps[[0, -1]] = h/2
volumes = np.full(cells+2, area*h)
volumes[[0, -1]] = V


def transient_rates(t, y):
    x = y.reshape(2, -1)
    face = (x[:, 1:] + x[:, :-1])/2
    g = np.diff(x, axis=1)/gaps
    a, b, c, d = friction_entries(np.vstack([face, 1-face.sum(axis=0)]), inv)
    det = a*d - b*c
    flux = np.array([-(d*g[0]-b*g[1])/det, -(a*g[1]-c*g[0])/det])
    flux = np.pad(flux, ((0, 0), (1, 1)))
    return (-area*np.diff(flux, axis=1)/volumes).ravel()


start = np.full((2, cells+2), 0.5)
start[0, :cells//2+1] = 0.0
check_times = np.array([1.0, 1*hour, 3*hour, 6*hour, 12*hour, 24*hour])
full = solve_ivp(transient_rates, (0, 24*hour), start.ravel(), method="BDF",
                 t_eval=check_times, rtol=1e-7, atol=1e-9)
assert full.success
states = full.y.T.reshape(len(check_times), 2, cells+2)
half = slice(cells//2+1, None)
gain = np.sum(volumes[half]*(states[0, 1, half]-0.5))
assert gain > 1e-4       # N2 has crossed the middle from a uniform N2 start
differences = [abs(states[k, 1, -1] - both_bulbs(run.sol(t))[1][1])
               for k, t in enumerate(check_times) if k > 0]
# capillary storage is a few parts per thousand of one bulb
assert max(differences) < 3e-3

# Entropy production: end-point form against friction form along the capillary
xa, xb = both_bulbs(run.sol(2*hour))
nu2h = film_flux(xa, xb, inv)
terms = nu2h*np.log(xa/xb)
dissipation = 0.0
for z, w in zip(nodes, weights):
    x = expm(generator(nu2h, inv)*z) @ xa
    for i in range(3):
        for j in range(i+1, 3):
            dissipation += w*inv[i, j]*(x[j]*nu2h[i]-x[i]*nu2h[j])**2/(x[i]*x[j])
assert abs(terms.sum()/dissipation - 1) < 1e-6
assert terms[1] < 0 < terms.sum()

# Dilute limits
dilute = np.linalg.inv(friction_matrix(np.array([1e-4, 1e-4, 1-2e-4]), inv))
assert np.allclose(dilute, np.diag([D13, D23]), atol=1e-3)
trace_x = np.array([0.5-5e-7, 1e-6, 0.5-5e-7])
trace_drift = flux_direct(trace_x, np.array([1.0, 0.0, -1.0]), inv)[1]/1e-6
assert trace_drift > 0.1

# Sizes of neglected effects (rough gas properties)
pressure = p_torr*const.torr
c_cm3 = pressure/(const.R*T)*1e-6
molar_mass = np.array([2.016, 28.01, 44.01])
viscosity = 1.8e-5                     # Pa s, rough
collision_diameter = 3.7e-10           # m, rough
virial_co2 = 115.0                     # cm3/mol, rough magnitude
alpha_thermal = 0.3                    # rough thermal diffusion factor
free_path = const.k*T/(np.sqrt(2)*np.pi*collision_diameter**2*pressure)
knudsen = free_path/(diameter*1e-2)
mass_speed = abs(nu0 @ molar_mass)/(mean @ molar_mass)/L*1e-2
dp = 8*viscosity*L*1e-2*mass_speed/(radius*1e-2)**2
density_slope = abs((xA0-xB0) @ molar_mass)*1e-3*c_cm3*1e6/(L*1e-2)
buoyant_speed = (const.g*density_slope/(8*viscosity)
                 * 2*(radius*1e-2)**3/(3*np.sqrt(3)))
peclet = buoyant_speed*radius*1e-2/(low*1e-4)
end_share = 2*np.pi*radius/4/L
bulb_radius = (3*V/(4*np.pi))**(1/3)
bulb_time = bulb_radius**2/(4.4934**2*low)
capillary_time = L**2/(np.pi**2*low)
d_shift = frozen_peak(D12, D13, 1.05*D23)[1]/d_frozen - 1
soret_1K = alpha_thermal*0.25*np.log((T+1)/T)
soret_reactor = alpha_thermal*0.25*np.log(1000/300)
assert knudsen < 1e-2 and dp/pressure < 1e-4 and peclet**2 < 1e-2

print(f"T = {T:.0f} K, p = {p_torr:.0f} Torr")
print(f"D12, D13, D23 = {D12}, {D13}, {D23} cm2/s (rough)")
print(f"bulb volume {V:.0f} cm3, capillary {L} cm x {diameter} cm")
print(f"start A (H2,N2,CO2) = {xA0}, B = {xB0}")
print(f"capillary area = {area:.5f} cm2, beta = {beta:.4e} cm^-2")
print(f"total concentration c = {c_cm3:.4e} mol/cm3")
print(f"Fick matrix row H2 = {F[0,0]:.4f}, {F[0,1]:.4f} cm2/s")
print(f"Fick matrix row N2 = {F[1,0]:.4f}, {F[1,1]:.4f} cm2/s")
print(f"eigenvalues = {high:.4f}, {low:.4f} cm2/s")
print(f"relaxation times = {1/(beta*high)/hour:.2f}, {1/(beta*low)/hour:.2f} h")
print("initial nu H2,N2,CO2 =", " ".join(f"{v:.4f}" for v in nu0), "cm2/s")
print(f"frozen-D initial nu N2 = {(F @ (xA0-xB0)[:2])[1]:.4f} cm2/s")
print(f"initial N2 flux A to B = {c_cm3*nu0[1]/L:.3e} mol/(cm2 s)")
print(f"initial N2 rate A to B = {c_cm3*nu0[1]/L*area*1e9:.2f} nmol/s")
print(f"N2 fraction inside capillary: {fine[:,1].min():.4f} to {fine[:,1].max():.4f}")
print(f"nu N2 if D23 = D12: {abs(nu_equal[1]):.1e} cm2/s (magnitude)")
print(f"nu N2 if D23 = 1.5 D12: {nu_reverse[1]:.4f} cm2/s")
print("t (h) | N2 in A | N2 in B | H2 in A | H2 in B | nu N2 (cm2/s)")
for t_h in (0, 1, 2, 4, 6, 8, 12, 24, 48):
    a_now, b_now = both_bulbs(run.sol(t_h*hour))
    if t_h == 0:
        a_now, b_now = xA0, xB0
    nu_now = film_flux(a_now, b_now, inv)[1]
    print(f"{t_h:3d} {a_now[1]:.4f} {b_now[1]:.4f} {a_now[0]:.4f} "
          f"{b_now[0]:.4f} {nu_now:.4f}")
print(f"N2 flux stops: {t_stop/hour:.3f} h = {t_stop:.0f} s (frozen D {t_frozen/hour:.3f} h)")
print(f"N2 difference B-A then: {d_stop:.4f} (frozen D {d_frozen:.4f})")
print(f"N2 fractions then: A {xa_stop[1]:.4f}, B {xb_stop[1]:.4f}")
print(f"N2 moved by then = {c_cm3*V*(xb_stop[1]-0.5)*1e3:.4f} mmol")
print(f"transient minus quasi-steady N2, largest = {max(differences):.1e}")
print("entropy terms at 2 h H2,N2,CO2 =", " ".join(f"{v:.5f}" for v in terms), "cm2/s")
print(f"entropy sum = {terms.sum():.5f}, friction integral = {dissipation:.5f} cm2/s")
print(f"trace N2 in H2/CO2: velocity/(H2 gradient) = {trace_drift:.4f} cm2/s")
print(f"capillary/bulb volume = {100*area*L/V:.2f} %")
print(f"capillary settling time = {capillary_time:.1f} s")
print(f"bulb mixing time = {bulb_time:.2f} s")
print(f"end resistance / capillary resistance = {100*end_share:.2f} %")
print(f"pressure difference, rough bound = {dp/const.torr:.1e} Torr")
print(f"mean free path = {free_path*1e9:.0f} nm, Knudsen number = {knudsen:.1e}")
print(f"Knudsen number reaches 0.01 at {p_torr*knudsen/0.01:.1f} Torr")
print(f"buoyancy (horizontal): Peclet = {peclet:.4f}, squared = {peclet**2:.1e}")
print(f"CO2 nonideality |B|c = {100*virial_co2*c_cm3:.2f} %")
print(f"N2 peak change for D23 +5 % = {100*d_shift:.2f} %")
print(f"thermal diffusion shift, 1 K = {soret_1K:.1e} mole fraction")
print(f"thermal diffusion shift, 300 to 1000 K = {soret_reactor:.3f} mole fraction")
print("done: every assertion held")
```

Running it gives:

```
T = 308 K, p = 760 Torr
D12, D13, D23 = 0.83, 0.68, 0.17 cm2/s (rough)
bulb volume 78 cm3, capillary 8.6 cm x 0.21 cm
start A (H2,N2,CO2) = [0.  0.5 0.5], B = [0.5 0.5 0. ]
capillary area = 0.03464 cm2, beta = 1.0327e-04 cm^-2
total concentration c = 3.9567e-05 mol/cm3
Fick matrix row H2 = 0.7664, -0.0108 cm2/s
Fick matrix row N2 = -0.3803, 0.2175 cm2/s
eigenvalues = 0.7738, 0.2102 cm2/s
relaxation times = 3.48, 12.80 h
initial nu H2,N2,CO2 = -0.3801 0.1766 0.2035 cm2/s
frozen-D initial nu N2 = 0.1902 cm2/s
initial N2 flux A to B = 8.124e-07 mol/(cm2 s)
initial N2 rate A to B = 28.14 nmol/s
N2 fraction inside capillary: 0.4504 to 0.5000
nu N2 if D23 = D12: 0.0e+00 cm2/s (magnitude)
nu N2 if D23 = 1.5 D12: -0.0819 cm2/s
t (h) | N2 in A | N2 in B | H2 in A | H2 in B | nu N2 (cm2/s)
  0 0.5000 0.5000 0.0000 0.5000 0.1766
  1 0.4723 0.5277 0.0616 0.4384 0.1239
  2 0.4532 0.5468 0.1079 0.3921 0.0837
  4 0.4328 0.5672 0.1692 0.3308 0.0311
  6 0.4270 0.5730 0.2038 0.2962 0.0031
  8 0.4288 0.5712 0.2234 0.2766 -0.0109
 12 0.4408 0.5592 0.2409 0.2591 -0.0188
 24 0.4749 0.5251 0.2493 0.2507 -0.0104
 48 0.4961 0.5039 0.2499 0.2501 -0.0016
N2 flux stops: 6.332 h = 22793 s (frozen D 6.220 h)
N2 difference B-A then: 0.1462 (frozen D 0.1512)
N2 fractions then: A 0.4269, B 0.5731
N2 moved by then = 0.2256 mmol
transient minus quasi-steady N2, largest = 5.9e-05
entropy terms at 2 h H2,N2,CO2 = 0.27837 -0.01572 0.26048 cm2/s
entropy sum = 0.52313, friction integral = 0.52313 cm2/s
trace N2 in H2/CO2: velocity/(H2 gradient) = 0.8976 cm2/s
capillary/bulb volume = 0.38 %
capillary settling time = 35.7 s
bulb mixing time = 1.66 s
end resistance / capillary resistance = 1.92 %
pressure difference, rough bound = 5.0e-05 Torr
mean free path = 69 nm, Knudsen number = 3.3e-05
Knudsen number reaches 0.01 at 2.5 Torr
buoyancy (horizontal): Peclet = 0.0146, squared = 2.1e-04
CO2 nonideality |B|c = 0.46 %
N2 peak change for D23 +5 % = -2.96 %
thermal diffusion shift, 1 K = 2.4e-04 mole fraction
thermal diffusion shift, 300 to 1000 K = 0.090 mole fraction
done: every assertion held
```
